# A failing check and its repair

Subject: Charge needed to reverse a thin magnetic layer by spin-transfer torque.

```python
# RESULT UNDER TEST: reversing a magnetic layer of moment M*V takes the charge
#   Q0 = 2 e M V / mu_B   if every electron delivers hbar/2 along the axis (g = 2).
# Refinement: absorption of transverse spin gives (hbar/2) sin^2(theta) per
# electron, hence Q = Q0 ln cot(theta0/2) without damping, and a closed form
# for the charge that brings a damped uniaxial layer to its equator.
# Symbols: n = direction of the layer's spin angular momentum, z = direction of
# the electron spins, theta0 = starting angle of n from -z, alpha = damping,
# eta = spin-torque efficiency, B_k = anisotropy field, E_b = energy barrier.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

e, hbar, kB = const.e, const.hbar, const.k
mu_B = const.physical_constants["Bohr magneton"][0]
gamma_measured = const.physical_constants["electron gyromag. ratio"][0]

# ---------- inputs (device values are rough and typical) ----------
diameter, thickness, M = 40e-9, 1e-9, 1e6
B_k, alpha, eta, temperature, current = 0.4, 0.01, 0.6, 300.0, 60e-6
stiffness = 1e-11            # exchange stiffness, J/m
RA = 5e-12                   # resistance-area product, ohm m^2
kappa, pillar = 20.0, 20e-9  # heat conductivity W/(m K), metal height per side

# ---------- the estimate ----------
area = np.pi * diameter**2 / 4
volume = area * thickness
moment = M * volume
gamma = 2 * mu_B / hbar
L = moment / gamma
spin_number = L / hbar
electrons = 2 * L / (hbar / 2)
Q0 = 2 * e * moment / mu_B
# independent road: measured gyromagnetic ratio and angular momentum balance;
# the tolerance covers g = 2.0023 against g = 2
Q_balance = e * (2 * moment / gamma_measured) / (hbar / 2)
assert abs(Q_balance / Q0 - 1) < 2e-3
assert abs(Q0 * 1e15 - 43) < 0.5


# ---------- what one electron delivers: exchange-coupled quantum spins ----------
def delivered(S, theta, phases):
    """Mean gain of layer S_z (units of hbar) from one electron with spin +z."""
    m = np.arange(S, -S - 1, -1.0)
    Sz = np.diag(m)
    Sp = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    Sx = (Sp + Sp.T) / 2
    coherent = np.linalg.eigh(np.cos(theta) * Sz + np.sin(theta) * Sx)[1][:, -1]
    sz = np.diag([0.5, -0.5])
    sp = np.array([[0.0, 1.0], [0.0, 0.0]])
    H = np.kron(sz, Sz) + (np.kron(sp, Sp.T) + np.kron(sp.T, Sp)) / 2
    energy, vec = np.linalg.eigh(H)
    start = np.kron([1.0, 0.0], coherent)
    layer_z = np.tile(m, 2)
    amp = vec.T @ start
    gains = []
    for phase in phases:
        psi = vec @ (np.exp(-1j * energy * phase / (S + 0.5)) * amp)
        gains.append(np.sum(layer_z * (np.abs(psi)**2 - start**2)))
    return np.mean(gains)


def large_spin_limit(theta, phases):
    # removes the leading 1/S correction
    return 2 * delivered(60, theta, phases) - delivered(30, theta, phases)


all_phases = 2 * np.pi * np.arange(8) / 8
for theta in np.radians([60, 90, 120]):
    assert abs(large_spin_limit(theta, all_phases) - np.sin(theta)**2 / 2) < 2e-3
    assert abs(large_spin_limit(theta, [np.pi]) - np.sin(theta)**2) < 4e-3
dephased_90 = large_spin_limit(np.pi / 2, all_phases)
flipped_90 = large_spin_limit(np.pi / 2, [np.pi])

# ---------- thermal starting angle ----------
E_b = moment * B_k / 2
stability = E_b / (kB * temperature)
theta0 = 1 / np.sqrt(stability)
rare = 1e-6
theta_rare = np.sqrt(rare / stability)


def weight(t):
    return np.sin(t) * np.exp(-stability * np.sin(t)**2)


norm = quad(weight, 0, np.pi / 2, points=[theta0, 4 * theta0])[0]
mean_sq = quad(lambda t: t * t * weight(t), 0, np.pi / 2,
               points=[theta0, 4 * theta0])[0] / norm
fraction = quad(weight, 0, theta_rare, epsabs=0)[0] / norm
# harmonic well: corrections are of order 1/stability
assert abs(mean_sq * stability - 1) < 0.04
assert abs(fraction / rare - 1) < 0.04

# ---------- undamped reversal, electron by electron ----------
log_factor = np.log(1 / np.tan(theta0 / 2))
w, count, w_end = -np.cos(theta0), 0, np.cos(theta0)
while w < w_end:
    w += (1 - w * w) / (2 * spin_number)
    count += 1
assert abs(count * e / (Q0 * log_factor) - 1) < 1e-3

# ---------- full vector dynamics; time in ns ----------
omega = gamma * B_k * 1e-9


def torque_rate(I):
    return eta * I * hbar / (2 * e * L) * 1e-9


def crossing_time(I, damping, start_w, target_w, azimuth=0.3, omega_x=0.0):
    a = torque_rate(I)

    def rhs(t, n):
        x, y, z = n
        hx, hz = omega_x * x, omega * z
        tx = y * hz - a * z * x
        ty = z * hx - x * hz - a * z * y
        tz = -y * hx + a * (1 - z * z)
        f = 1 + damping**2
        return [(tx - damping * (y * tz - z * ty)) / f,
                (ty - damping * (z * tx - x * tz)) / f,
                (tz - damping * (x * ty - y * tx)) / f]

    def reached(t, n):
        return n[2] - target_w
    reached.terminal, reached.direction = True, 1
    r = np.sqrt(1 - start_w**2)
    sol = solve_ivp(rhs, (0, 40), [r * np.cos(azimuth), r * np.sin(azimuth), start_w],
                    method="DOP853", rtol=1e-8, atol=1e-10, events=reached)
    return sol.t_events[0][0] if len(sol.t_events[0]) else np.inf


c0 = np.cos(theta0)
Q_undamped = Q0 * log_factor / eta
for I in (current, 2 * current):
    Q_sim = I * crossing_time(I, 0.0, -c0, c0) * 1e-9
    assert abs(Q_sim / Q_undamped - 1) < 1e-4

I_c = 4 * e * alpha * E_b / (hbar * eta)


def equator_charge(I, angle):
    i = I / I_c
    gap = 2 * np.sin(angle / 2)**2          # 1 - cos(angle) without cancellation
    c = 1 - gap
    F = (-np.log(gap) / (2 * (i - 1)) + np.log(1 + c) / (2 * (i + 1))
         + np.log(1 - c / i) / (i * i - 1))
    return Q0 / (2 * eta) * (1 + alpha**2) * i * F


for I in (1.5 * I_c, current, 2 * current):
    Q_sim = I * crossing_time(I, alpha, -c0, 0.0) * 1e-9
    assert abs(Q_sim / equator_charge(I, theta0) - 1) < 1e-4
Q_sim = current * crossing_time(current, alpha, -np.cos(theta_rare), 0.0) * 1e-9
assert abs(Q_sim / equator_charge(current, theta_rare) - 1) < 1e-3

# threshold: a small tilt grows just above I_c and decays just below it
w_small = -np.cos(0.05)
assert np.isfinite(crossing_time(1.05 * I_c, alpha, w_small, w_small + 1e-3))
assert np.isinf(crossing_time(0.95 * I_c, alpha, w_small, w_small + 1e-3))
# with the current off, a layer just past the equator completes the reversal
assert np.isfinite(crossing_time(0.0, alpha, 0.02, c0))
# axial symmetry matters: in-plane anisotropy makes the charge depend on azimuth
angles = np.linspace(0, np.pi, 6, endpoint=False)
axial = [crossing_time(current, alpha, -c0, 0.0, p) for p in angles]
biaxial = [crossing_time(current, alpha, -c0, 0.0, p, 0.25 * omega) for p in angles]
spread_axial = np.ptp(axial) / np.mean(axial)
spread_biaxial = np.ptp(biaxial) / np.mean(biaxial)
assert spread_axial < 1e-4 and spread_biaxial > 0.01

# ---------- neglected effects ----------
wall = np.pi * np.sqrt(stiffness / (M * B_k / 2))
oersted = const.mu_0 * current / (np.pi * diameter)
voltage = current * RA / area
R_heat = (pillar / (kappa * area) + 1 / (2 * kappa * diameter)) / 2
heating = current * voltage * R_heat
Q_eq = equator_charge(current, theta0)
Q_eq2 = equator_charge(2 * current, theta0)
Q_rare = equator_charge(current, theta_rare)


def show(label, value, unit="", fmt=".3g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("diameter", diameter * 1e9, "nm")
show("thickness", thickness * 1e9, "nm")
show("magnetization", M, "A/m", ".1e")
show("volume", volume * 1e27, "nm^3", ".1f")
show("magnetic moment", moment, "A m^2", ".4e")
show("moment in Bohr magnetons", moment / mu_B, "", ".0f")
show("layer angular momentum L", L, "J s", ".3e")
show("L in units of hbar", spin_number, "", ".0f")
show("electrons at hbar/2 each", electrons, "", ".0f")
show("HEADLINE charge Q0", Q0 * 1e15, "fC", ".2f")
show("charge if each electron gives hbar", Q0 / 2 * 1e15, "fC", ".2f")
show("Q0 with g = 2.1", Q0 * 2 / 2.1 * 1e15, "fC", ".2f")
show("quantum gain at 90 deg, dephased", dephased_90, "hbar", ".3f")
show("quantum gain at 90 deg, half turn", flipped_90, "hbar", ".3f")
show("anisotropy field (rough)", B_k, "T")
show("damping alpha (rough)", alpha)
show("efficiency eta (rough)", eta)
show("temperature", temperature, "K")
show("energy barrier", E_b / e, "eV", ".3f")
show("barrier / kT", stability, "", ".1f")
show("rms starting angle", np.degrees(theta0), "deg", ".2f")
show("ln cot(theta0/2)", log_factor, "", ".3f")
show("undamped charge, eta = 1", Q0 * log_factor * 1e15, "fC", ".1f")
show("undamped charge, with eta", Q_undamped * 1e15, "fC", ".1f")
show("threshold current", I_c * 1e6, "uA", ".1f")
show("write current", current * 1e6, "uA", ".0f")
show("write current / threshold", current / I_c, "", ".2f")
show("current density", current / area * 1e-10, "MA/cm^2", ".2f")
show("charge to equator", Q_eq * 1e15, "fC", ".1f")
show("time to equator", Q_eq / current * 1e9, "ns", ".2f")
show("charge to equator, doubled current", Q_eq2 * 1e15, "fC", ".1f")
show("time to equator, doubled current", Q_eq2 / (2 * current) * 1e9, "ns", ".2f")
show("rare start probability", rare, "", ".0e")
show("rare starting angle", np.degrees(theta_rare), "deg", ".4f")
show("charge to equator, rare start", Q_rare * 1e15, "fC", ".0f")
show("time to equator, rare start", Q_rare / current * 1e9, "ns", ".2f")
show("time spread over azimuth, axial layer", 100 * spread_axial, "%", ".4f")
show("same, in-plane field 0.25 B_k", 100 * spread_biaxial, "%", ".1f")
show("exchange stiffness (rough)", stiffness * 1e12, "pJ/m")
show("domain-wall width", wall * 1e9, "nm", ".1f")
show("Oersted field at rim", oersted * 1e3, "mT", ".2f")
show("resistance-area product (rough)", RA * 1e12, "ohm um^2")
show("barrier voltage", voltage, "V", ".3f")
show("energy drawn to equator", Q_eq * voltage * 1e15, "fJ", ".1f")
show("heat conductivity (rough)", kappa, "W/(m K)")
show("metal height per side (rough)", pillar * 1e9, "nm")
show("steady Joule heating (rough)", heating, "K", ".0f")
print("all good")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 155, in <module>
    assert abs(Q_sim / equator_charge(current, theta_rare) - 1) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the numerical integration of the layer's direction n. The spin torque was coded as z − n_z n, which is tangent to the unit sphere only when n has exactly unit length; near the starting pole, small length errors grow exponentially and soon rival the squared starting angle of the rare case. The torque is now written as n × (z × n), which is the same for unit n but leaves its length unchanged, the integration tolerances are ten and a hundred times tighter, and a new assertion checks the length of n. The physics, the closed formula and all earlier tests with their tolerances are unchanged.

Diff:

```diff
@@ -112,9 +112,11 @@
 
     def rhs(t, n):
+        # spin torque as a n x (z x n): tangent to the sphere for any length of
+        # n, so that rounding errors in the length are not amplified
         x, y, z = n
         hx, hz = omega_x * x, omega * z
         tx = y * hz - a * z * x
         ty = z * hx - x * hz - a * z * y
-        tz = -y * hx + a * (1 - z * z)
+        tz = -y * hx + a * (x * x + y * y)
         f = 1 + damping**2
         return [(tx - damping * (y * tz - z * ty)) / f,
@@ -127,5 +129,6 @@
     r = np.sqrt(1 - start_w**2)
     sol = solve_ivp(rhs, (0, 40), [r * np.cos(azimuth), r * np.sin(azimuth), start_w],
-                    method="DOP853", rtol=1e-8, atol=1e-10, events=reached)
+                    method="DOP853", rtol=1e-9, atol=1e-12, events=reached)
+    assert abs(np.linalg.norm(sol.y[:, -1]) - 1) < 1e-4
     return sol.t_events[0][0] if len(sol.t_events[0]) else np.inf
 
```

After the repair:

```
diameter: 40 nm
thickness: 1 nm
magnetization: 1.0e+06 A/m
volume: 1256.6 nm^3
magnetic moment: 1.2566e-18 A m^2
moment in Bohr magnetons: 135501
layer angular momentum L: 7.145e-30 J s
L in units of hbar: 67750
electrons at hbar/2 each: 271002
HEADLINE charge Q0: 43.42 fC
charge if each electron gives hbar: 21.71 fC
Q0 with g = 2.1: 41.35 fC
quantum gain at 90 deg, dephased: 0.500 hbar
quantum gain at 90 deg, half turn: 1.000 hbar
anisotropy field (rough): 0.4 T
damping alpha (rough): 0.01
efficiency eta (rough): 0.6
temperature: 300 K
energy barrier: 1.569 eV
barrier / kT: 60.7
rms starting angle: 7.36 deg
ln cot(theta0/2): 2.745
undamped charge, eta = 1: 119.2 fC
undamped charge, with eta: 198.6 fC
threshold current: 25.5 uA
write current: 60 uA
write current / threshold: 2.36
current density: 4.77 MA/cm^2
charge to equator: 149.4 fC
time to equator: 2.49 ns
charge to equator, doubled current: 118.6 fC
time to equator, doubled current: 0.99 ns
rare start probability: 1e-06
rare starting angle: 0.0074 deg
charge to equator, rare start: 583 fC
time to equator, rare start: 9.72 ns
time spread over azimuth, axial layer: 0.0000 %
same, in-plane field 0.25 B_k: 6.8 %
exchange stiffness (rough): 10 pJ/m
domain-wall width: 22.2 nm
Oersted field at rim: 0.60 mT
resistance-area product (rough): 5 ohm um^2
barrier voltage: 0.239 V
energy drawn to equator: 35.7 fJ
heat conductivity (rough): 20 W/(m K)
metal height per side (rough): 20 nm
steady Joule heating (rough): 10 K
all good
```
